\section*{When TPSS correlation vanishes for one-electron densities, part 2}

The exact correlation energy of one electron is zero, but PBE makes it negative. When does the TPSS value $E_c=\int n\,\varepsilon_c\,\mathrm d^3r$ vanish?

SI units are used, with electron mass $m$, Bohr radius $a_0$, $E_h=\hbar^2/(ma_0^2)$ and Cartesian coordinates $x_1,x_2,x_3$. Orbitals $\psi_i$ with occupations $f_i$ and collinear spins give $n=\sum_if_i|\psi_i|^2=n_\uparrow+n_\downarrow$, $\zeta=(n_\uparrow-n_\downarrow)/n$, $\tau=(\hbar^2/2m)\sum_if_i|\nabla\psi_i|^2$, $\tau_W=\hbar^2|\nabla n|^2/(8mn)$, $z=\tau_W/\tau$, the current density $\mathbf j=(\hbar/m)\,\mathrm{Im}\sum_if_i\psi_i^*\nabla\psi_i$ and $\mathbf v=\mathbf j/n$. $T$ and $T_W$ are the integrals of $\tau$ and $\tau_W$, $U$ is the Hartree energy and $E_x$ the exchange energy.

Lemma 1: for one orbital $\psi=Re^{iS}$ ($R,S$ real), where $\psi\neq0$,
\begin{equation}
\tau=\tau_W+\frac{m|\mathbf j|^2}{2n}.\label{eq:one}
\end{equation}
For any number of orbitals, with $\mathbf W_{ij}=\psi_i\nabla\psi_j-\psi_j\nabla\psi_i$, where $n>0$,
\begin{equation}
\tau=\tau_W+\frac{m|\mathbf j|^2}{2n}+\frac{\hbar^2}{2mn}\sum_{i<j}f_if_j|\mathbf W_{ij}|^2 .\label{eq:many}
\end{equation}
Corollary 1: for a fully polarized one-electron density with finite $T_W$, the Kohn--Sham orbital may be taken as $\sqrt n$.

The PBE energy per electron is $\varepsilon_G=\varepsilon_L+H$, with uniform-gas part $\varepsilon_L$ and gradient part $H$; $\varepsilon_L\le\varepsilon_G<0$. Here $r_s=(3/4\pi n)^{1/3}$, $k_F=(3\pi^2n)^{1/3}$, $k_s=\sqrt{4k_F/(\pi a_0)}$, $\phi=\tfrac12[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}]$, $t=|\nabla n|/(2\phi k_sn)$ and $\beta=0.066725$. With $\varepsilon_G^\sigma=\varepsilon_G(n_\sigma,0,\nabla n_\sigma,0)$, TPSS is
\begin{align}
\varepsilon_c&=\varepsilon_R\,\big[1+d\,\varepsilon_Rz^3\big],\qquad d=2.8/E_h,\label{eq:tpss}\\
\varepsilon_R&=\varepsilon_G\,(1+Cz^2)-(1+C)\,z^2\sum_\sigma\frac{n_\sigma}{n}\,\tilde\varepsilon_\sigma,\qquad
\tilde\varepsilon_\sigma=\max\{\varepsilon_G^\sigma,\varepsilon_G\},\label{eq:eR}
\end{align}
or equivalently
\begin{equation}
\varepsilon_R=\varepsilon_G\,(1-z^2)+(1+C)\,z^2\sum_\sigma\frac{n_\sigma}{n}\,\big(\varepsilon_G-\tilde\varepsilon_\sigma\big).\label{eq:split}
\end{equation}
Here $C=C_0(\zeta)/\{1+\tfrac12\xi^2[(1+\zeta)^{-4/3}+(1-\zeta)^{-4/3}]\}^4$, $\xi=|\nabla\zeta|/(2k_F)$ and $C_0=0.53+0.87\zeta^2+0.50\zeta^4+2.26\zeta^6$. At $n_\downarrow=0$ the empty-spin term is dropped and $C$ takes any finite value. TPSS-type functionals, such as revTPSS, share this structure with any constant $d$, bounded $C$ and gradient functional $\varepsilon_G$ finite at full polarization.

Lemma 4: at fixed $n_\uparrow>0$ and $\nabla n_\uparrow$, let $n_\downarrow\to0$, $\nabla n_\downarrow\to0$ and $z\to z_0$. Then for TPSS $\varepsilon_R\to\varepsilon_G^\uparrow\,(1-z_0^2)$, whether or not $C$ has a limit.

\section{Vanishing of the correlation energy}

\paragraph{Theorem 2.} Assume
(i) the density is fully polarized along the quantization axis, $n_\downarrow=0$ and $n_\uparrow=n$;
(ii) $\tau$ is computed from a single orbital that is real up to a constant phase, for example $\sqrt n$;
(iii) $z$ is set to 1 where $n>0$ and $\tau=0$, and $n\varepsilon_c$ is set to 0 where $n=0$.
Then every TPSS-type functional has $n\varepsilon_c=0$ at every point where the orbital is differentiable, and $E_c=0$. Under (i) alone,
\begin{equation}
\varepsilon_c=\varepsilon_G\,(1-z^2)\,\big[1+d\,\varepsilon_G\,(1-z^2)\,z^3\big].\label{eq:pol}
\end{equation}

\emph{Proof.} Under (i) the two arguments of the maximum for the up spin are the same function at the same arguments, $\varepsilon_G^\uparrow=\varepsilon_G(n,0,\nabla n,0)=\varepsilon_G$, so $\tilde\varepsilon_\uparrow=\varepsilon_G$. The down term is absent, in agreement with Lemma 4. The sum in \eqref{eq:split} is zero, $C$ drops out because it is finite, and $\varepsilon_R=\varepsilon_G(1-z^2)$. Insertion into \eqref{eq:tpss} gives \eqref{eq:pol}. Under (ii), Lemma 1 with $\nabla S=0$ gives $\tau=\tau_W$ wherever $n>0$, so $z=1$ where $\tau>0$, and (iii) gives $z=1$ at the remaining points. As $\varepsilon_G$ is finite, $\varepsilon_R=0$, and $\varepsilon_c$ carries $\varepsilon_R$ as a factor. An orbital of finite kinetic energy has a gradient almost everywhere, so the integrand vanishes almost everywhere and $E_c=0$. The case $n_\uparrow=0$ follows by exchanging the spin labels. $\square$

By Corollary 1, assumption (ii) holds for the Kohn--Sham orbital of any fully polarized one-electron density of finite kinetic energy. In this sense, and only in this sense, the correlation energy vanishes for any one-electron density. The occupation $f$ cancelled in Lemma 1, so the theorem covers a fraction of an electron in one real spin orbital as well.

\paragraph{Remark 4 (the conventions).} For one real orbital $z=1$ wherever it is defined, so 1 is the only continuous choice at a stationary point of $\psi$, such as a maximum away from a nucleus. Such points normally fill no volume and the choice is then immaterial. For PBE, $|\varepsilon_G|\le|\varepsilon_L|\to0$ as $n\to0$, so the value 0 for $n\varepsilon_c$ on a node is also the limit.

\paragraph{Remark 5 (nearly one orbital).} For small $1-z$, one has $1-z^2=(1-z)(1+z)\approx2(1-z)$, and \eqref{eq:pol} gives $\varepsilon_c\approx2(1-z)\varepsilon_G$. In the tail of a polarized system in which a single real orbital decays exponentially more slowly than all the others, the current and pair terms of \eqref{eq:many} are exponentially small against $\tau$ along any direction that stays off the nodal surfaces of that orbital, so there $1-z$ falls exponentially and so does $\varepsilon_c/\varepsilon_G$. On a nodal surface that reaches infinity this fails. For up electrons in $1s$ and $2p_0$, on the plane $x_3=0$ the density comes from $1s$ alone while $\tau$ is dominated by the gradient of $2p_0$, and $z\to0$. If the outermost orbital carries a current, or the outermost level holds several orbitals of different angular shape, $1-z$ falls only as a power of the distance; \eqref{eq:z2p} below gives $1-z\approx1/(\kappa\rho)^2$ at large $r$ and fixed angle off the axis.

\paragraph{Remark 6 (failure for a current-carrying orbital).} If $\tau$ is taken from a complex orbital, as happens when a state of nonzero magnetic quantum number is put into an orbital-based calculation, then $z=\tau_W/(\tau_W+m|\mathbf j|^2/2n)<1$ and \eqref{eq:pol} is not zero. The functional reads the flow energy as the presence of further orbitals. By \eqref{eq:one}, replacing $\tau$ with $\tau-m|\mathbf j|^2/(2n)$ in the denominator of $z$ restores $z=1$ for any single orbital, but this is a modification of the functional and not part of its definition.

\paragraph{Remark 7 (failure without polarization).} For $z=1$ and $n_\uparrow=n_\downarrow=n/2$ one has $\zeta=0$, $\xi=0$, $C=0.53$, and \eqref{eq:split} gives
\begin{equation}
\varepsilon_R=(1+C)\,(\varepsilon_G-\tilde\varepsilon),\qquad\tilde\varepsilon=\max\{\varepsilon_G(n/2,0,\nabla n/2,0),\,\varepsilon_G\},\label{eq:unpol}
\end{equation}
which is in general negative. This is wanted for a two-electron singlet. A semilocal formula cannot see whether $n$ integrates to 2 or to 1, so it also correlates half an electron of each spin. That situation arises for one electron in an equal mixture of its two spin states, for one electron whose spin points at right angles to the quantization axis, and for each atom of a stretched two-electron bond in a spin-restricted treatment. The exact value to compare with is not the same in these cases. For a pure one-electron state, with $E_x=-U$, it is zero. For the stretched bond it is large and negative: with both electrons in the bonding orbital the determinant keeps an on-site repulsion that the true state avoids, and $E_c$ per atom tends to $-U_{\rm at}/2$, where $U_{\rm at}$ is the Hartree energy of the one-electron atom. For a hydrogenic $1s$ density $U_{\rm at}=5ZE_h/16$, so for $Z=2$ this is $-8.50$~eV. The same value is needed for the spin mixture if exchange is evaluated separately in the two spin channels, which gives $E_x=-U/2$. In these two cases \eqref{eq:unpol} supplies far too little correlation, not too much. The condition $z=1$ alone does not switch correlation off; Theorem 2 uses both $z=1$ and $|\zeta|=1$.

\paragraph{Remark 8 (exchange).} Freedom from self-interaction for one electron requires $E_x=-U$ as well as $E_c=0$. The Hartree energy is a double integral over the density, and no argument above touches it. Theorem 2 removes self-correlation only.

\section{Worked example: He$^+$ and two model states of He}

The nucleus is fixed, with $Z=2$ and $k=Z/a_0$. The constants are $a_0=5.291772\times10^{-11}$~m, $E_h=4.359745\times10^{-18}$~J $=27.2114$~eV, $\hbar=1.054572\times10^{-34}$~J\,s, $m=9.109384\times10^{-31}$~kg and $d=2.8/E_h=6.42239\times10^{17}$~J$^{-1}$. With $\rho=r\sin\theta$ and azimuth $\varphi$, the hydrogenic orbitals are
\begin{align}
\psi_{1s}&=\sqrt{\frac{k^3}{\pi}}\,e^{-kr}, &
\psi_{2s}&=\sqrt{\frac{k^3}{32\pi}}\,(2-kr)\,e^{-kr/2},\\
\psi_{2p_0}&=\sqrt{\frac{k^5}{32\pi}}\,x_3\,e^{-kr/2}, &
\psi_{2p_{+1}}&=-\sqrt{\frac{k^5}{64\pi}}\,\rho\,e^{i\varphi}e^{-kr/2}.
\end{align}
The values below were computed numerically. The gradients of the orbitals and of the density were taken by separate fourth-order finite differences, so that $\tau=\tau_W$ was tested and not built in. Integrals were done by Gauss--Legendre quadrature in $r$ and $\cos\theta$, and the PBE and TPSS energies of the table below were confirmed on a finer grid. The PBE and TPSS energies from the formulas above agree with the independent implementation in libxc, which also supplied the revTPSS values. Identity \eqref{eq:many} was confirmed at random points for three orbitals, one of them complex.

\subsection{The $1s$ state, spin up}

At $r=a_0/2=2.64589\times10^{-11}$~m, $2kr=2$, and
\begin{align}
n&=\frac{8e^{-2}}{\pi\,(5.291772\times10^{-11}\,\mathrm m)^3}=2.32567\times10^{30}\ \mathrm{m^{-3}},\\
|\nabla n|&=2kn=\frac{4\times2.32567\times10^{30}}{5.291772\times10^{-11}}=1.75795\times10^{41}\ \mathrm{m^{-4}},\\
\tau&=\frac{\hbar^2k^2n}{2m}=2E_hn=2.0279\times10^{13}\ \mathrm{J/m^3},\\
\tau_W&=\frac{(1.054572\times10^{-34})^2(1.75795\times10^{41})^2}{8\,(9.109384\times10^{-31})(2.32567\times10^{30})}=2.0279\times10^{13}\ \mathrm{J/m^3}.
\end{align}
Thus $z=1.000000$. Because $\tau=2E_hn$ at every point, $T=T_W=2E_h=8.71949\times10^{-18}$~J. The density gives $r_s=4.68225\times10^{-11}$~m $=0.8848\,a_0$. With $\phi=2^{-1/3}$ at $\zeta=1$, $k_F=(9\pi/4)^{1/3}/r_s$ and $|\nabla n|/n=4/a_0$, the reduced gradient is $t=1.5163$. Then $\varepsilon_L=-1.4409\times10^{-19}$~J and $H=1.0760\times10^{-19}$~J, so $\varepsilon_G=-3.649\times10^{-20}$~J. With $C=4.16$ both terms of \eqref{eq:eR} equal $5.16\times(-3.6490\times10^{-20})=-1.8829\times10^{-19}$~J, and their difference is zero. The computed difference, $-1.6\times10^{-33}$~J, is numerical noise, some fourteen orders of magnitude below the terms.

\subsection{The $2p_{+1}$ state, spin up}

Put $\kappa=k/2=1/a_0$. Then $R\propto\rho e^{-\kappa r}$ and $S=\varphi+\pi$, so $\nabla R/R=\hat{\boldsymbol\rho}/\rho-\kappa\hat{\mathbf r}$ and $\nabla S=\hat{\boldsymbol\varphi}/\rho$. Since $\hat{\boldsymbol\rho}\cdot\hat{\mathbf r}=\sin\theta=\rho/r$, the cross term is $-2\kappa/r$, and Lemma 1 gives
\begin{equation}
z=\frac{\rho^{-2}-2\kappa/r+\kappa^2}{2\rho^{-2}-2\kappa/r+\kappa^2}.\label{eq:z2p}
\end{equation}
On the axis $\rho^{-2}$ dominates and $z\to1/2$. At large $r$ and fixed $\theta\neq0,\pi$, $z\to1$. On the ring $\theta=90^\circ$, $r=1/\kappa$ the numerator is $(1/r-\kappa)^2=0$: at the maximum of the density this single electron has $z=0$, like a uniform gas. The integrals need $\langle\rho^{-2}\rangle=(k^5/64\pi)\int e^{-kr}\mathrm d^3r=(k^5/64\pi)(8\pi/k^3)=k^2/8$ and $\langle r^{-1}\rangle=(k^5/64\pi)(8\pi/3)(6/k^4)=k/4$, where $8\pi/3=\int\sin^2\theta\,\mathrm d\Omega$ and $6/k^4=\int_0^\infty r^3e^{-kr}\mathrm dr$. Hence
\begin{align}
T_W&=\frac{\hbar^2}{2m}\Big(\frac{k^2}{8}-\frac{k^2}{4}+\frac{k^2}{4}\Big)=\frac{Z^2E_h}{16}=1.08994\times10^{-18}\ \mathrm J,\\
T&=T_W+\frac{\hbar^2}{2m}\,\frac{k^2}{8}=\frac{Z^2E_h}{8}=2.17987\times10^{-18}\ \mathrm J .
\end{align}
Half of the kinetic energy is flow.

At $r=\rho=2a_0=1.05835\times10^{-10}$~m on the equator, \eqref{eq:z2p} gives $z=(\tfrac14-1+1)/(\tfrac12-1+1)=\tfrac12$. The density is $n=2e^{-4}/(\pi a_0^3)=7.86862\times10^{28}$~m$^{-3}$, and $|\nabla n|=2n|1/\rho-\kappa|=n/a_0=1.48695\times10^{39}$~m$^{-4}$. So $\tau_W=E_hn/8=4.28815\times10^{10}$~J/m$^3$. The flow speed is $\hbar/(m\rho)=1.09385\times10^6$~m/s, which gives $\tfrac12mnv^2=4.28815\times10^{10}$~J/m$^3$, and the sum is the computed $\tau=8.57630\times10^{10}$~J/m$^3$. Here $r_s=2.7357\,a_0$, $t=0.6666$, $\varepsilon_L=-9.0618\times10^{-20}$~J and $H=4.2709\times10^{-20}$~J, so $\varepsilon_G=-4.791\times10^{-20}$~J. The two terms of \eqref{eq:eR} are $(1+4.16/4)\,\varepsilon_G=-9.7733\times10^{-20}$~J and $(5.16/4)\,\varepsilon_G=-6.1802\times10^{-20}$~J. Their difference, $-3.5931\times10^{-20}$~J, equals $\tfrac34\times(-4.7908\times10^{-20})$~J, as \eqref{eq:pol} requires. Finally
\begin{equation}
\varepsilon_c=-3.5931\times10^{-20}\Big[1-\frac{6.42239\times10^{17}\times3.5931\times10^{-20}}{8}\Big]=-3.583\times10^{-20}\ \mathrm J,
\end{equation}
which is $-0.2236$~eV.

\subsection{Integrated energies}

The singlet is a model with both electrons in a $1s$ orbital of chosen charge $Z_{\rm eff}=27/16=1.6875$, so that $T=Z_{\rm eff}^2E_h$. The triplet is a model with two up electrons in the bare-nucleus $1s$ and $2s$ orbitals, so that $T=(2+\tfrac12)E_h$. Kinetic energies are in $10^{-18}$~J and correlation energies in eV.
\begin{center}
\begin{tabular}{lccccc}
state & $T$ & $T_W$ & PBE & TPSS & revTPSS\\
He$^+$ $1s\uparrow$ & 8.7195 & 8.7195 & $-0.1696$ & 0.0000 & 0.0000\\
He$^+$ $2p_0\uparrow$ & 2.1799 & 2.1799 & $-0.1598$ & 0.0000 & 0.0000\\
He$^+$ $2p_{+1}\uparrow$ & 2.1799 & 1.0899 & $-0.1722$ & $-0.1392$ & $-0.1510$\\
He$^+$ $|2p_{+1}|\uparrow$ & 1.0899 & 1.0899 & $-0.1722$ & 0.0000 & 0.0000\\
He$^+$ $1s$, $\zeta=0$ & 8.7195 & 8.7195 & $-0.4396$ & $-0.4701$ & $-0.5074$\\
He singlet & 12.415 & 12.415 & $-1.2203$ & $-1.2242$ & $-1.3072$\\
He triplet & 10.899 & 9.3455 & $-0.3611$ & $-0.1253$ & $-0.1350$
\end{tabular}
\end{center}
The TPSS zeros are residues of a few times $10^{-34}$~J of either sign. The third and fourth rows have the same density and the same PBE energy. With the complex orbital TPSS keeps about four fifths of the PBE error, and with the real orbital $\sqrt n=|\psi_{2p_{+1}}|$ it keeps none. The degenerate states $2p_0$ and $2p_{+1}$, which are members of one multiplet with the same exact energy, differ by 0.1392~eV in TPSS correlation when $\tau$ is taken from the orbitals themselves. The fifth row shows that for this particular unpolarized one-electron density TPSS is slightly more negative than PBE, $-0.4701$~eV against $-0.4396$~eV. Measured against zero, the exact value for a pure one-electron state, this is slightly worse; measured against the $-8.50$~eV per atom needed for a stretched spin-restricted bond (Remark 7), both values are far too small. Equation \eqref{eq:unpol} allows this, because the factor $1+C=1.53$ can outweigh the subtraction of $\tilde\varepsilon$.

The singlet shows \eqref{eq:unpol} at work. At $r=a_0/2$, $n=3.81888\times10^{30}$~m$^{-3}$ and $\tau=\tau_W=2.37058\times10^{13}$~J/m$^3$, so $z=1$. With $\varepsilon_G=-1.5128\times10^{-19}$~J and $\tilde\varepsilon=-4.4101\times10^{-20}$~J,
\begin{align}
\varepsilon_R&=1.53\,(-1.5128+0.4410)\times10^{-19}=-1.6398\times10^{-19}\ \mathrm J,\\
\varepsilon_c&=-1.6398\times10^{-19}\,\big[1-6.42239\times10^{17}\times1.6398\times10^{-19}\big]=-1.467\times10^{-19}\ \mathrm J,
\end{align}
or $-0.9157$~eV. The integrated $-1.22$~eV is of the size of the true correlation energy of the helium atom, roughly $-1.1$~eV; the model density is not the exact one, so closer agreement is not to be read into it.

\subsection{Approach to a one-orbital region}

In the triplet $\zeta=1$ and $\mathbf j=0$, so \eqref{eq:many} gives $1-z=|\mathbf W_{12}|^2/\big(n\sum_i|\nabla\psi_i|^2\big)$. Let $s=kr$. The ratio of the orbitals is $\psi_{2s}/\psi_{1s}=(2-s)e^{s/2}/\sqrt{32}$, with radial derivative $k[-1+(2-s)/2]e^{s/2}/\sqrt{32}=-kse^{s/2}/(2\sqrt{32})$. Multiplying by $\psi_{1s}^2$ and squaring gives $|\mathbf W_{12}|^2=(k^8/\pi^2)\,s^2e^{-3s}/128$. At the node of $2s$, $r=a_0$ and $s=2$, one has $n=\psi_{1s}^2$, $|\nabla\psi_{1s}|^2=(k^5/\pi)e^{-4}$ and $|\nabla\psi_{2s}|^2=(k^5/32\pi)e^{-2}$, so $1-z=1/(1+32e^{-2})=0.1876$. A node of one orbital does not make a one-orbital point, because the gradient of that orbital still enters $\tau$. At $r=3a_0$ the computed value is $4.113\times10^{-2}$. Far out, the $2s$ orbital dominates $n\approx(k^3/32\pi)(s-2)^2e^{-s}$ and $\sum_i|\nabla\psi_i|^2\approx(k^5/32\pi)(s/2-2)^2e^{-s}$, so
\begin{equation}
1-z\approx\frac{8s^2e^{-s}}{(s-2)^2(s/2-2)^2}.
\end{equation}
At $r=6a_0$, $s=12$, this is $(8\times144/1600)\,e^{-12}=4.424\times10^{-6}$, the computed value. By Remark 5 the correlation energy per electron there is below $10^{-5}$ of the PBE value.

\subsection{The rate of the limit $n_\downarrow\to0$}

To test Lemma 4, a fraction $\delta$ of a down electron in a $1s$ orbital of chosen charge 3 was added to He$^+$ $1s\uparrow$. The TPSS energies are $-2.67\times10^{-22}$~J, $-2.36\times10^{-25}$~J and $-2.36\times10^{-28}$~J for $\delta=10^{-3},10^{-6},10^{-9}$. The energy goes to zero, and between the two smaller values of $\delta$ it does so linearly; at $\delta=10^{-3}$ its magnitude still lies about 13\% above the linear value, $2.67$ against $2.36$ (the last digit of $2.67$ depends on the radial grid, and a finer one gives $2.68$). This is faster than one might expect. With $\eta=n_\downarrow/n$ one has $1+\zeta=2(1-\eta)$ and $1-\zeta=2\eta$, so $\phi=2^{-1/3}[(1-\eta)^{2/3}+\eta^{2/3}]$, and $\varepsilon_G$ departs from $\varepsilon_G^\uparrow$ at order $\eta^{2/3}$. The maximum in \eqref{eq:eR} accounts for the absence of this term. For small $t$, $H\approx\beta\phi^3t^2E_h$, and $t^2\propto\phi^{-2}$, so $H\propto\phi$. At fixed $t>0$ and sufficiently small $\eta$ the rise of $\phi$ then lifts $\varepsilon_G$ above $\varepsilon_G^\uparrow$, because $\varepsilon_L$ changes only at order $\eta$; since the $\eta^{2/3}$ term carries a factor $t^2$, the smaller $t$ is, the smaller $\eta$ must be. Wherever $\varepsilon_G>\varepsilon_G^\uparrow$ the maximum selects $\tilde\varepsilon_\uparrow=\varepsilon_G$, the up term of \eqref{eq:split} is exactly zero, and
\begin{equation}
\varepsilon_R=\varepsilon_G\,(1-z^2)+(1+C)\,z^2\,\eta\,(\varepsilon_G-\tilde\varepsilon_\downarrow).
\end{equation}
The second term carries $\eta\propto\delta$ explicitly, and $1-z\propto\delta$ because the pair term of \eqref{eq:many} carries $f_\downarrow=\delta$. The sign of the $\eta^{2/3}$ shift was derived here only for small $t$, whereas in He$^+$ $1s$ the reduced gradient is about $1.09$ at the nucleus and grows outwards as $n^{-1/6}$; the computed linear scaling shows that no $\delta^{2/3}$ contribution survives in the integral for this density.

\section*{Calculated quantities}
\begin{verbatim}
a0 = 5.291772e-11 m, Eh = 4.359745e-18 J = 27.2114 eV, d = 6.42239e+17 1/J
hbar = 1.054572e-34 J s, m = 9.109384e-31 kg, Z = 2, Zeff = 1.6875
He+ 1s up: T = 8.71949e-18 J, TW = 8.71949e-18 J, Ec PBE = -2.7177e-20 J = -0.1696 eV
  Ec TPSS = -1.2092e-34 J = -0.0000 eV; libxc TPSS -0.0000, revTPSS -0.0000 eV
He+ 2p0 up: T = 2.17987e-18 J, TW = 2.17987e-18 J, Ec PBE = -2.5603e-20 J = -0.1598 eV
  Ec TPSS = -5.3753e-34 J = -0.0000 eV; libxc TPSS -0.0000, revTPSS -0.0000 eV
He+ 2p+1 up: T = 2.17987e-18 J, TW = 1.08994e-18 J, Ec PBE = -2.7584e-20 J = -0.1722 eV
  Ec TPSS = -2.2301e-20 J = -0.1392 eV; libxc TPSS -0.1392, revTPSS -0.1510 eV
He+ |2p+1| up: T = 1.08994e-18 J, TW = 1.08994e-18 J, Ec PBE = -2.7584e-20 J = -0.1722 eV
  Ec TPSS = 2.1698e-34 J = 0.0000 eV; libxc TPSS -0.0000, revTPSS -0.0000 eV
He+ 1s unpol: T = 8.71949e-18 J, TW = 8.71949e-18 J, Ec PBE = -7.0437e-20 J = -0.4396 eV
  Ec TPSS = -7.5310e-20 J = -0.4701 eV; libxc TPSS -0.4701, revTPSS -0.5074 eV
He singlet: T = 1.24151e-17 J, TW = 1.24151e-17 J, Ec PBE = -1.9552e-19 J = -1.2203 eV
  Ec TPSS = -1.9614e-19 J = -1.2242 eV; libxc TPSS -1.2242, revTPSS -1.3072 eV
He 1s2s triplet: T = 1.08994e-17 J, TW = 9.34546e-18 J, Ec PBE = -5.7854e-20 J = -0.3611 eV
  Ec TPSS = -2.0068e-20 J = -0.1253 eV; libxc TPSS -0.1253, revTPSS -0.1350 eV
He+ 1s up + 1e-03 down electron: Ec TPSS = -2.67e-22 J
He+ 1s up + 1e-06 down electron: Ec TPSS = -2.36e-25 J
He+ 1s up + 1e-09 down electron: Ec TPSS = -2.36e-28 J
He+ 1s up at r = 2.64589e-11 m, theta = 90 deg:
  n = 2.32567e+30 1/m^3, |grad n| = 1.75795e+41 1/m^4
  tau = 2.02786e+13, tauW = 2.02786e+13 J/m^3, z = 1.000000
  rs = 4.68225e-11 m = 0.8848 a0, t = 1.5163, C = 4.160
  eps LSDA = -1.4409e-19, H = 1.0760e-19, eps PBE = -3.6490e-20 J
  eG(1+Cz^2) = -1.8829e-19 J, (1+C)z^2 sum = -1.8829e-19 J, sum = -3.6490e-20 J
  eps_R = -1.6370e-33 J, eps TPSS = -1.6370e-33 J = -0.0000 eV
He+ 2p+1 up at r = 1.05835e-10 m, theta = 90 deg:
  n = 7.86862e+28 1/m^3, |grad n| = 1.48695e+39 1/m^4
  tau = 8.57630e+10, tauW = 4.28815e+10 J/m^3, z = 0.500000
  rs = 1.44767e-10 m = 2.7357 a0, t = 0.6666, C = 4.160
  eps LSDA = -9.0618e-20, H = 4.2709e-20, eps PBE = -4.7908e-20 J
  eG(1+Cz^2) = -9.7733e-20 J, (1+C)z^2 sum = -6.1802e-20 J, sum = -4.7908e-20 J
  eps_R = -3.5931e-20 J, eps TPSS = -3.5828e-20 J = -0.2236 eV
  j/n = 1.09385e+06 m/s, m j^2/2n = 4.28815e+10 J/m^3
He singlet at r = 2.64589e-11 m, theta = 90 deg:
  n = 3.81888e+30 1/m^3, |grad n| = 2.43562e+41 1/m^4
  tau = 2.37058e+13, tauW = 2.37058e+13 J/m^3, z = 1.000000
  rs = 3.96879e-11 m = 0.7500 a0, t = 0.9349, C = 0.530
  eps LSDA = -2.9019e-19, H = 1.3891e-19, eps PBE = -1.5128e-19 J
  eG(1+Cz^2) = -2.3146e-19 J, (1+C)z^2 sum = -6.7475e-20 J, sum = -4.4101e-20 J
  eps_R = -1.6398e-19 J, eps TPSS = -1.4671e-19 J = -0.9157 eV
triplet 1 - z at r = 1, 3, 6 a0: 1.876e-01, 4.113e-02, 4.424e-06
\end{verbatim}
